# Ring Diagrams of the Electron Gas: Divergence and Screening Cutoff

**Question.** In the three-dimensional electron gas, each ring diagram is calculated with momentum transfers below a cutoff $q_c$ left out. How does its energy grow as $q_c\to0$, at what wavevector does the sum of all rings remove the divergence, and how large is the energy that remains?

**Answer.** The order $n=2$ has to be separated from the higher ones. For $n\ge3$ the ring energy grows as $q_c^{-(2n-4)}$. For $n=2$, which is the direct term of second-order Møller–Plesset theory (MP2) evaluated with free-electron instead of Hartree–Fock orbital energies, it grows as a logarithm. The sum is finite, and screening sets in around the Thomas–Fermi wavevector $q_{\rm TF}$. This is a smooth crossover: at high density it has the same effect as a sharp cutoff of the second-order ring at about $0.59\,q_{\rm TF}$. The ring energy per electron is $-3.4$ eV at $k_F=20$ Å$^{-1}$ and $-1.7$ eV at $k_F=2$ Å$^{-1}$; in the high-density limit its size keeps growing, as the logarithm of the density.

## The energy of the rings

Take a gas without spin polarization, at zero temperature, in a volume $V$ with a neutralizing background. In atomic units the interaction is $v(q)=4\pi/q^2$, and the background removes $q=0$. The density is $n_e=k_F^3/(3\pi^2)$.

Multiply the interaction by $\lambda$ and raise $\lambda$ from 0 to 1 at fixed density. The energy changes at the rate

$$\frac{dE}{d\lambda}=\frac{1}{2V}\sum_{\mathbf q\ne0}v(q)\left[\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle_\lambda-N\right].$$

At imaginary frequency the density response is a sum over excited states $m$ with excitation energies $\Omega_m$:

$$\chi_\lambda(q,i\omega)=-\frac1V\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\frac{2\Omega_m}{\Omega_m^2+\omega^2}.$$

Since $\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{2\Omega}{\Omega^2+\omega^2}=1$, integrating the response gives $\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle_\lambda/V=-\int\frac{d\omega}{2\pi}\chi_\lambda$. The value of $dE/d\lambda$ at $\lambda=0$ is the first-order exchange energy. Subtracting it leaves

$$\frac{E_c}{V}=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\int_0^1\!d\lambda\,v\,(\chi_\lambda-\chi_0).$$

The ring approximation joins non-interacting responses $\chi_0$ by interaction lines that all carry the same $q$:

$$\chi_\lambda=\chi_0+\chi_0\lambda v\chi_0+\dots=\frac{\chi_0}{1-\lambda v\chi_0}.$$

Define $x=-v\chi_0$, which is positive. Then $-v(\chi_\lambda-\chi_0)=x/(1+\lambda x)-x$, and the $\lambda$ integral gives

$$\frac{E_{\rm ring}}{V}=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,[\ln(1+x)-x].$$

Expanding the logarithm gives the ring with $n$ interaction lines as the term $(-1)^{n+1}x^n/n$, with $n\ge2$. Even orders lower the energy and odd orders raise it.

## The response at small momentum

An electron at $\mathbf k$ inside the Fermi sphere can be moved to $\mathbf k+\mathbf q$ outside it, at the cost $\Delta=\mathbf k\cdot\mathbf q+q^2/2$. With a factor 2 for spin,

$$-\chi_0=2\int'\frac{d^3k}{(2\pi)^3}\frac{2\Delta}{\Delta^2+\omega^2},$$

where the prime restricts $\mathbf k$ to allowed moves. For $q\ll k_F$ these states lie in a thin layer at the Fermi surface. At an angle to $\mathbf q$ with cosine $\mu>0$, the layer has thickness $q\mu$ and $\Delta\approx k_Fq\mu$. Its volume element is $2\pi k_F^2\,q\mu\,d\mu$. Measure frequency by $\omega=qk_Fu$. Then

$$-\chi_0=\frac{2}{8\pi^3}\,2\pi k_F^2q\int_0^1\!\mu\,d\mu\,\frac{2\mu}{qk_F(\mu^2+u^2)}=\frac{k_F}{\pi^2}R(u),$$

$$R(u)=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+u^2}=1-u\arctan\frac1u .$$

The powers of $q$ have cancelled: the number of pairs is proportional to $q$, and so is their energy. Multiplication by $4\pi/q^2$ gives

$$x=\frac{q_{\rm TF}^2R(u)}{q^2},\qquad q_{\rm TF}^2=\frac{4k_F}{\pi}.$$

At zero frequency $R=1$, and the screened interaction is $v/(1+x)=4\pi/(q^2+q_{\rm TF}^2)$. This is the static meaning of the Thomas–Fermi wavevector. At large $|u|$ the electrons follow less well, and $R\approx1/(3u^2)$.

## Power counting

Insert this $x$ into the term of order $n$. The momentum element is $4\pi q^2dq/(8\pi^3)$ and the frequency element is $qk_F\,du/(2\pi)$. Hence

$$\frac{E_n}{V}=\frac{(-1)^{n+1}}{2n}\,\frac{1}{2\pi^2}\,\frac{k_F}{2\pi}\,q_{\rm TF}^{2n}I_n\int q^{3-2n}dq,\qquad I_n=\int_{-\infty}^{\infty}R^n\,du .$$

Division by $n_e$ gives the energy per electron,

$$\varepsilon_n=(-1)^{n+1}\frac{3\,q_{\rm TF}^{2n}I_n}{8\pi n\,k_F^2}\int_{q_c}q^{3-2n}dq .$$

Three of the powers of $q$ come from phase space, two from momentum and one from frequency. The interaction lines supply $q^{-2n}$. For $n\ge3$ the lower limit dominates:

$$\varepsilon_n\simeq(-1)^{n+1}\frac{3\,q_{\rm TF}^{2n}I_n}{8\pi n\,k_F^2}\,\frac{q_c^{-(2n-4)}}{2n-4}.$$

Halving a small cutoff in integrals with the full finite-$q$ response gave exponents of $-2.000$, $-4.000$ and $-6.000$ for $n=3,4,5$. The prefactors were tested to one per cent.

For $n=2$ the integrand is $1/q$, and each factor of two in $q$ contributes equally. The coefficient needs $I_2$. By partial fractions,

$$\int_{-\infty}^{\infty}\!\frac{du}{(\mu^2+u^2)(\nu^2+u^2)}=\frac{\pi}{\nu^2-\mu^2}\left(\frac1\mu-\frac1\nu\right)=\frac{\pi}{\mu\nu(\mu+\nu)},$$

so that

$$I_2=\pi\int_0^1\!\int_0^1\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu .$$

The $\nu$ integral gives $\int_0^1\nu\,d\nu/(\mu+\nu)=1-\mu\ln\frac{1+\mu}{\mu}$. What remains is $\frac12-\int_0^1\mu^2\ln\frac{1+\mu}{\mu}d\mu$. Integration by parts yields

$$\int_0^1\!\mu^2\ln\frac{1+\mu}{\mu}\,d\mu=\frac{\ln2}{3}+\frac13\int_0^1\frac{\mu^2}{1+\mu}d\mu=\frac{2\ln2}{3}-\frac16,$$

because $\mu^2/(1+\mu)=\mu-1+1/(1+\mu)$ integrates to $\ln2-\frac12$. Therefore $I_2=\frac{2\pi}{3}(1-\ln2)=0.643$.

With $q_{\rm TF}^4=16k_F^2/\pi^2$, the prefactor $3q_{\rm TF}^4I_2/(16\pi k_F^2)$ becomes $3I_2/\pi^3$, and

$$\varepsilon_2=-A\ln\frac{K}{q_c},\qquad A=\frac{2}{\pi^2}(1-\ln2)=0.0622\ \text{hartree}=1.692\ \text{eV}.$$

The density has dropped out of $A$. The upper scale $K$ is set where the small-$q$ response fails. At large $q$ every pair costs about $q^2/2$, so the second-order integrand falls as $q^2\cdot q^{-4}\cdot q^{-2}=q^{-4}$ and the integral converges. The full response gives $K=1.511\,k_F$ in the limit $q_c\to0$.

## What this means for MP2

The same partial fractions, applied to two pairs, give

$$\int\frac{d\omega}{2\pi}\,\frac{2\Delta}{\Delta^2+\omega^2}\,\frac{2\Delta'}{\Delta'^2+\omega^2}=\frac{2}{\Delta+\Delta'} .$$

The second-order ring thus has the form of the MP2 energy denominators, with the free-electron gaps $\Delta$ in place of Hartree–Fock orbital energy differences. Its prefactor is $-\frac14$ from the ring formula, times 4 for the two spins, times this 2, or $-2$ in all. Direct MP2 gives the same: $-\frac12$ times four spin combinations. A sum over a momentum grid with explicit Pauli blocking agreed with the ring integrand to within the half per cent allowed for grid error, at the momentum tested.

With free-electron gaps, halving a small cutoff changes the direct second-order energy by $-A\ln2=-1.173$ eV per electron. MP2 proper uses Hartree–Fock orbital energies, whose slope diverges logarithmically at the Fermi surface of this gas. To logarithmic accuracy, that is, up to a constant of order one added to the logarithm, the small-$q$ gaps become $q\mu\,[k_F+\frac1\pi\ln(k_F/q)]$, so the change per halving is smaller, depends on the density and shrinks slowly as $q_c$ falls. The energy still diverges, but only as $\ln\ln(k_F/q_c)$. If a periodic cell of length $L$ acts as a cutoff proportional to $1/L$, doubling $L$ for a large cell changes the free-electron direct term by about $-A\ln2$ per electron, without end. This is a scaling estimate; it does not describe the shell effects of a particular cell.

Two other cases show what the divergence depends on. In an insulator with a gap, orthogonality of the orbitals makes the pair matrix element of $e^{i\mathbf q\cdot\mathbf r}$ proportional to $q$ at small $q$. Then $\chi_0\propto q^2$, $x$ stays finite, and the frequency scale is set by the gap instead of by $q$. The measure $q^2dq$ makes each order converge at small $q$. In a two-dimensional gas with $v=2\pi/q$, the Fermi-surface response is again a function of $u$ alone, and the count is $q\,dq\cdot q\cdot q^{-n}=q^{2-n}dq$. Second order then converges, third order is logarithmic, and higher orders grow as $q_c^{-(n-3)}$.

## Where the expansion fails

At given $q$ the largest $x$ is $q_{\rm TF}^2/q^2$, reached at $u=0$. The expansion of $\ln(1+x)$ converges for $0\le x\le1$. In the small-$q$ form it therefore converges at all frequencies when $q>q_{\rm TF}$, and fails for slow frequencies when $q<q_{\rm TF}$. This is the precise sense in which the Thomas–Fermi wavevector marks the boundary.

The leading formula also gives the ratio of successive orders. For $n\ge3$,

$$\left|\frac{\varepsilon_{n+1}}{\varepsilon_n}\right|\simeq\left(\frac{q_{\rm TF}}{q_c}\right)^2\frac{n(n-2)}{(n+1)(n-1)}\,\frac{I_{n+1}}{I_n}.$$

For $n=3$, with $I_3=0.4183$ and $I_4=0.3123$, the factor after the bracket is $\frac38\times0.747=0.280$.

Take a dense gas with $k_F=20$ Å$^{-1}$. The ring energies per electron in eV, from the full response, are:

| $q_c$ | $n=2$ | $n=3$ | $n=4$ | $n=5$ |
|---|---|---|---|---|
| $q_{\rm TF}$ | $-2.51$ | $0.313$ | $-0.094$ | $0.040$ |
| $q_{\rm TF}/4$ | $-4.84$ | $5.78$ | $-26.2$ | $179$ |
| $q_{\rm TF}/16$ | $-7.18$ | $93.9$ | $-6733$ | $7.35\times10^5$ |

With the cutoff at $q_{\rm TF}$ the listed orders decrease. At $q_{\rm TF}/4$ they already increase in size, and the ratio of fourth to third order is $26.16/5.783=4.52$, against $16\times0.280=4.48$ from the leading formula. From the second row to the third, the third-order energy grows by a factor 16.2, where the power law gives 16. The second-order energy changes by $-2.35$ eV, which is $-A\ln4$. No partial sum of such a series estimates the energy once $q_c$ is well below $q_{\rm TF}$.

## Summing before integrating

The remedy is to keep the logarithm whole. At fixed $u$ write $a=q_{\rm TF}^2R(u)$ and integrate up to some $Q$ with $q_{\rm TF}\ll Q\ll k_F$:

$$S=\int_0^Qq^3\left[\ln\left(1+\frac a{q^2}\right)-\frac a{q^2}\right]dq=\frac12\int_0^Yy\left[\ln\left(1+\frac ay\right)-\frac ay\right]dy,$$

with $y=q^2$ and $Y=Q^2$. The derivative of $\ln(1+a/y)$ is $-a/[y(y+a)]$, so integration by parts gives

$$\int_0^Yy\ln\left(1+\frac ay\right)dy=\frac{Y^2}{2}\ln\left(1+\frac aY\right)+\frac a2\left[Y-a\ln\frac{Y+a}{a}\right].$$

For $Y\gg a$ the first term is $aY/2-a^2/4$. Together with $aY/2$ from the bracket it makes $aY-a^2/4$, and the subtracted term removes $aY$. What is left is $-\frac{a^2}{4}-\frac{a^2}{2}\ln\frac Ya$, and half of it is

$$S\to-\frac{a^2}{2}\left[\ln\frac{Q}{\sqrt a}+\frac14\right].$$

The second-order term alone, cut off sharply at $q_*$, gives $-\frac{a^2}{2}\ln(Q/q_*)$. The two agree if

$$q_*(u)=e^{-1/4}\,q_{\rm TF}\sqrt{R(u)} .$$

Each frequency has its own cutoff. The slowest fluctuations have the equivalent cutoff $e^{-1/4}q_{\rm TF}=0.78\,q_{\rm TF}$, and faster ones have a smaller cutoff. The energy weights them by $a^2\propto R^2$, so the single equivalent cutoff $c\,q_{\rm TF}$ follows from averaging the logarithm:

$$\ln c=-\frac14+\frac12\langle\ln R\rangle,\qquad\langle\ln R\rangle=\frac{\int R^2\ln R\,du}{\int R^2\,du}=-0.551 .$$

This gives $\ln c=-0.525$ and $c=0.591$, whatever the density, provided $q_{\rm TF}\ll k_F$.

Above $Q$ the orders $n\ge3$ are negligible in this limit, since their integrals are dominated by $q\lesssim q_{\rm TF}$. The region near $k_F$ enters through second order, which already contains $K$. Hence

$$\varepsilon_{\rm ring}\approx-A\ln\frac{K}{c\,q_{\rm TF}} .$$

Let $r_s$ be the radius, in bohr, of a sphere holding one electron. Then $k_F=(9\pi/4)^{1/3}/r_s$, and $q_{\rm TF}/k_F=(4/\pi k_F)^{1/2}$ is proportional to $r_s^{1/2}$. The estimate contains $\frac A2\ln r_s$, or $0.846\ln r_s$ in eV. This is the slope for $r_s\to0$; the slope of the full ring sum with respect to $\ln r_s$ is $0.80$ eV at $r_s=0.18$ and $0.64$ eV at $r_s=1.8$. The divergence in $q_c$ has become a weak singularity in the density.

## The region below the cutoff

The sum does not actually discard small momenta. For $q\ll q_{\rm TF}$ its integrand, after the $u$ integration, has two parts. The subtracted term gives $-q\,q_{\rm TF}^2I_1$, with

$$I_1=\int R\,du=\int_0^1\mu^2\,\frac\pi\mu\,d\mu=\frac\pi2 .$$

The logarithm extends to $|u|\sim q_{\rm TF}/q\gg1$, where $R\approx1/(3u^2)$. Let $b=q_{\rm TF}/(\sqrt3\,q)$. The integral $\int\ln(1+b^2/u^2)du$ vanishes at $b=0$ and has the derivative $\int2b\,du/(u^2+b^2)=2\pi$, so it equals $2\pi b$. To these two orders the integrand is

$$-\frac\pi2\,q_{\rm TF}^2\,q+\frac{2\pi}{\sqrt3}\,q_{\rm TF}\,q^2 .$$

This two-term form holds only far below $q_{\rm TF}$: it is good to about 3% at $q=0.1\,q_{\rm TF}$ and fails by $0.3\,q_{\rm TF}$. It goes to zero linearly, where second order alone goes as $1/q$. The region below a small $q$ contributes an energy proportional to $q^2$. The second part has a direct meaning: $u=b$ corresponds to $\omega_p=q_{\rm TF}k_F/\sqrt3$, and $\omega_p^2=4k_F^3/(3\pi)=4\pi n_e$ is the squared plasma frequency. Since $\frac12\int\frac{d\omega}{2\pi}\ln(1+\omega_p^2/\omega^2)=\omega_p/2$, this part is the zero-point energy of the plasmons. At long wavelength the individual pairs have given way to one collective oscillation of finite frequency.

## How large the energy is

For $k_F=20$ Å$^{-1}$, $r_s=0.181$ and $q_{\rm TF}=6.94$ Å$^{-1}$, so $q_{\rm TF}/k_F=0.347$. The scales in the logarithm are $K=1.511\times20=30.2$ Å$^{-1}$ and $c\,q_{\rm TF}=0.5914\times6.937=4.10$ Å$^{-1}$. Then

$$\varepsilon_{\rm ring}\approx-1.692\ \text{eV}\times\ln\frac{30.22}{4.102}=-1.692\ \text{eV}\times1.997=-3.38\ \text{eV}.$$

The ring sum with the full response is $-3.44$ eV per electron, so the estimate is 1.7% too small in size, relative to that sum. A sharp cutoff at $q_{\rm TF}$ itself gives $-2.49$ eV in the same formula, 28% too small. Thomas–Fermi screening therefore gives the right scale and the right logarithm, while the factor $c$ is worth $A\ln(1/c)=0.89$ eV.

At $k_F=2$ Å$^{-1}$, a metallic density with $r_s=1.81$, the premise fails: $q_{\rm TF}=2.19$ Å$^{-1}$ exceeds $k_F$. The estimate is $-1.43$ eV against a full ring sum of $-1.74$ eV, 18% too small. The logarithmic formula with the cutoff at $q_{\rm TF}$ gives $-0.54$ eV, but with $q_c$ above $k_F$ that formula no longer represents the second-order ring. There is no longer a range $q_{\rm TF}\ll q\ll k_F$ in which the logarithm could build up.

The cutoff that makes the second-order ring reproduce the full sum is $0.573\,q_{\rm TF}$ in the dense gas and $0.507\,q_{\rm TF}$ in the metallic one, against the limiting $0.591\,q_{\rm TF}$. This shift accounts for most of the error of the estimate: in the metallic gas it is worth $A\ln(0.591/0.507)=0.26$ eV of the $0.31$ eV missing, and the rest is the departure of the second-order ring from its logarithmic form at that cutoff. In the opposite direction, at $q_{\rm TF}/k_F=0.02$, the full sum and the estimate differ by $0.0004$ eV.

These energies belong to the ring sum, which is the random-phase approximation. Second-order exchange and the other non-ring diagrams are left out, so the values are not the complete correlation energy of the gas. The values used here are collected in the numerical output below.

## Computed results

```
Mean of ln R with weight R^2: -0.5507
Equivalent cutoff c = q_cut/q_TF, high density: 0.5914
Upper scale Q/k_F of second-order ring: 1.5112
Coefficient A: 1.6920 eV
Direct MP2 change on halving cutoff: -1.1728 eV
Frequency moment I_2: 0.64267
Frequency moment I_3: 0.41830
Frequency moment I_4: 0.31229
Frequency moment I_5: 0.24976
Computed cutoff exponent, order 3: -2.0003
Computed cutoff exponent, order 4: -4.0001
Computed cutoff exponent, order 5: -6.0001
Ring energies per electron, k_F = 20 1/angstrom:
  cutoff q_TF/1, order 2: -2.511 eV
  cutoff q_TF/1, order 3: 0.3134 eV
  cutoff q_TF/1, order 4: -0.09368 eV
  cutoff q_TF/1, order 5: 0.04016 eV
  cutoff q_TF/4, order 2: -4.837 eV
  cutoff q_TF/4, order 3: 5.783 eV
  cutoff q_TF/4, order 4: -26.16 eV
  cutoff q_TF/4, order 5: 178.6 eV
  cutoff q_TF/16, order 2: -7.182 eV
  cutoff q_TF/16, order 3: 93.85 eV
  cutoff q_TF/16, order 4: -6733 eV
  cutoff q_TF/16, order 5: 7.352e+05 eV
Gas: dense, k_F = 20.00 1/angstrom
  r_s (dimensionless): 0.1813
  q_TF: 6.9370 1/angstrom
  q_TF/k_F: 0.3468
  c*q_TF: 4.1023 1/angstrom
  full ring sum per electron: -3.4383 eV
  estimate, cutoff c*q_TF: -3.3792 eV
  estimate, cutoff q_TF: -2.4903 eV
  cutoff/q_TF that reproduces full sum: 0.5734
Gas: metallic, k_F = 2.00 1/angstrom
  r_s (dimensionless): 1.8133
  q_TF: 2.1937 1/angstrom
  q_TF/k_F: 1.0968
  c*q_TF: 1.2972 1/angstrom
  full ring sum per electron: -1.7440 eV
  estimate, cutoff c*q_TF: -1.4312 eV
  estimate, cutoff q_TF: -0.5423 eV
  cutoff/q_TF that reproduces full sum: 0.5072
Full sum minus estimate at q_TF/k_F = 0.02: -0.00044 eV
```
